# The Rytova-Keldysh interaction in a polarizable sheet

An electron and a hole sit a few nanometres apart in a layer one or a few atoms thick, with vacuum above and below. Part of the field between them runs through the layer, which polarizes; the rest runs through the vacuum, which does not. In a bulk crystal one would divide the Coulomb energy by a dielectric constant. What replaces that division here?

I use Gaussian form: a unit charge in empty space has potential $1/r$. Energies follow on multiplying by $e^2/(4\pi\varepsilon_0)$ in SI units.

## 1. The simple case: a charge wave on a bare plane

Put a surface charge $\sigma_q\cos(\mathbf q\cdot\mathbf r)$ on the plane $z=0$, with $\mathbf r$ and $\mathbf q$ in the plane and $q=|\mathbf q|$. The potential is $\phi(q,z)\cos(\mathbf q\cdot\mathbf r)$. Off the plane Laplace's equation gives $\phi''=q^2\phi$, where primes are $z$ derivatives, and decay on both sides selects $\phi(q,z)=\phi(q,0)\,e^{-q|z|}$. The surface charge makes the slope jump:

$$\phi'(0^+)-\phi'(0^-)=-4\pi\sigma_q .$$

The left side is $-2q\,\phi(q,0)$, so

$$\phi(q,0)=\frac{2\pi}{q}\,\sigma_q. \tag{1}$$

The factor is $2\pi/q$, not the $4\pi/q^2$ of three dimensions, because the field of a wave of wavelength $2\pi/q$ reaches a distance of about $1/q$ into the vacuum.

## 2. Let the plane polarize

Now the plane carries an in-plane dipole moment per area

$$\mathbf P=\alpha_{2D}\mathbf E=-\alpha_{2D}\nabla\phi(\mathbf r,0).$$

Here $\mathbf E$ is the total macroscopic in-plane field, including the field of the induced charge. The response is assumed static, linear, isotropic and local, with no out-of-plane polarization. In Gaussian form $\alpha_{2D}$ is a length.

The bound charge is $\sigma_{\rm ind}=-\nabla\cdot\mathbf P=\alpha_{2D}\nabla^2\phi$. For a wave, $\nabla^2\to-q^2$, hence $\sigma_{\rm ind}=-\alpha_{2D}q^2\phi(q,0)$. Equation (1) holds for the total charge, external plus bound:

$$\phi(q,0)=\frac{2\pi}{q}\left[\sigma_{\rm ext}-\alpha_{2D}q^2\phi(q,0)\right].$$

Collecting the terms in $\phi$ gives $(1+2\pi\alpha_{2D}q)\,\phi=2\pi\sigma_{\rm ext}/q$. A unit point charge has $\sigma_{\rm ext}(q)=1$ for every $q$, so its potential in the sheet is

$$V(q)=\frac{2\pi}{q(1+r_0q)},\qquad r_0=2\pi\alpha_{2D}. \tag{2}$$

The response is linear and the sheet is uniform, so the part of the energy of two charges $e_1,e_2$ that depends on their separation is $e_1e_2V$. It is $+e^2V$ for two electrons and $-e^2V$ for an electron and a hole.

The total charge in the same representation is

$$\sigma_{\rm tot}(q)=1-\alpha_{2D}q^2V(q)=1-\frac{r_0q}{1+r_0q}=\frac1{1+r_0q}. \tag{3}$$

The effective dielectric function is therefore $1+r_0q$. Check the limits. For $q r_0\ll1$ the bare $2\pi/q$ returns: a long wave has most of its field in the vacuum. For $q r_0\gg1$, $V\to2\pi/(r_0q^2)$. This is the form of Poisson's equation in a strictly two-dimensional world, whose point-charge potential is logarithmic.

## 3. How thin must the sheet be?

A real layer has a thickness. As a test, spread the same polarizability over a slab $|z|<d/2$, with out-of-plane permittivity 1 and in-plane permittivity

$$\varepsilon_\parallel=1+\frac{4\pi\alpha_{2D}}{d}=1+\frac{2r_0}{d}.$$

The external charge wave, of unit amplitude, lies at $z=0$. Inside the slab $\nabla\cdot\mathbf D=0$ gives $\phi''=k^2\phi$ with $k^2=\varepsilon_\parallel q^2$. By symmetry half of the slope jump lies on each side, $\phi'(0^+)=-2\pi$, so for $0<z<d/2$

$$\phi=A\cosh kz-\frac{2\pi}{k}\sinh kz,$$

and $A$ is the potential at the centre. At the face $\phi$ and $\phi'$ are continuous, since the out-of-plane permittivity is 1 on both sides, and outside $\phi'=-q\phi$. With $u=kd/2$,

$$kA\sinh u-2\pi\cosh u=-q\left(A\cosh u-\frac{2\pi}{k}\sinh u\right),$$

$$A=2\pi\,\frac{\cosh u+(q/k)\sinh u}{k\sinh u+q\cosh u}.$$

Let $d\to0$ at fixed $q$ and $r_0$. Since $k^2d=q^2(2r_0+d)$, we have $u^2=r_0q^2d/2+O(d^2)$. To first order in $d$,

$$\cosh u=1+\frac{r_0q^2d}{4},\qquad \frac qk\sinh u=\frac{qd}{2},$$

$$k\sinh u=\frac{k^2d}{2}\left(1+\frac{u^2}{6}\right)=r_0q^2+\frac{q^2d}{2}+\frac{r_0^2q^4d}{12}.$$

Write $g=q/2+r_0q^2/4$. Then

$$A=\frac{2\pi}{q}\,\frac{1+g\,d}{1+r_0q+\left(g+r_0^2q^3/12\right)d}.$$

The zeroth order is (2). The relative correction is

$$d\left[g-\frac{g+r_0^2q^3/12}{1+r_0q}\right]
=d\,\frac{r_0q\,g-r_0^2q^3/12}{1+r_0q}
=d\,\frac{r_0q^2(3+r_0q)}{6(1+r_0q)}. \tag{4}$$

At $r_0q=1$ the coefficient of $d/r_0$ is $1/3$. A finite-difference solution of the slab problem gives a deviation of $0.000666$ relative to the sheet at $d/r_0=0.002$, in agreement.

For $r_0q\gg1$ the correction becomes $r_0q^2d/6$. In this slab model, then, $qd\ll1$ is not sufficient: strong screening also requires $q^2r_0d\ll6$. The length that matters in real space is therefore $\sqrt{r_0d}$, which exceeds $d$ when $d<r_0$. The condition on $r$ is milder than $q\sim1/r$ would suggest: for $r_0q\gg1$ the first-order correction to the potential itself is $\frac{2\pi}{r_0q^2}\cdot\frac{r_0q^2d}{6}=\pi d/3$, a constant, which transforms into a delta function at the origin. The constant holds only while $q^2r_0d\ll6$; at larger $q$ the correction falls off, so in real space it is spread over a range set by $\sqrt{r_0d}$ rather than confined to a point. For this slab with $d/r_0$ between $0.001$ and $0.15$, the sheet formula lies below the slab potential, as a fraction of the latter, by 0.5 to 1.5% at $r=\sqrt{r_0d}$ and by 4 to 10% at half that distance, so it needs $r$ of about $\sqrt{r_0d}$ or more. A regime with $r\ll r_0$ then exists if $d\ll r_0$. The coefficient in (4) belongs to this slab; a layer that also polarizes out of plane has a different one.

## 4. From waves to a point charge

The inverse transform of (2) is

$$V(r)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,V(q).$$

With $d^2q=q\,dq\,d\theta$ and $\int_0^{2\pi}e^{iqr\cos\theta}d\theta=2\pi J_0(qr)$, the factors $2\pi\cdot2\pi/(2\pi)^2$ cancel, and so does $q$:

$$V(r)=\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq. \tag{5}$$

To evaluate this I need the Laplace transform of $J_0$. Integrating $e^{-aq}e^{iqr\cos\theta}$ over $q$ gives $1/(a-ir\cos\theta)$. In the average over $\theta$ the imaginary part cancels between $\theta$ and $\pi-\theta$. The real part, with $t=\tan\theta$ covering the real line twice, gives

$$\int_0^\infty e^{-aq}J_0(qr)\,dq=\frac1{2\pi}\int_0^{2\pi}\frac{a\,d\theta}{a^2+r^2\cos^2\theta}
=\frac{1}{\pi}\int_{-\infty}^{\infty}\frac{a\,dt}{a^2t^2+a^2+r^2}=\frac1{\sqrt{a^2+r^2}}. \tag{6}$$

For $r_0=0$, (5) is the limit $a\to0$ of (6), and $V=1/r$ as it must be.

For $r_0>0$ write

$$\frac1{1+r_0q}=\int_0^\infty e^{-s(1+r_0q)}\,ds .$$

A factor $e^{-\eta q}$ in (5) makes the double integral absolutely convergent, so the order may be exchanged; then $\eta\to0$. Using (6) with $a=r_0s$,

$$V(r)=\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{r^2+r_0^2s^2}}. \tag{7}$$

This reads as an image construction: in the plane, the potential is that of a unit charge smeared along the normal, with weight $e^{-s}$ at height $r_0s$. Close to a line of charge the potential is logarithmic; far from it, it is that of a point.

With $x=r/r_0$, and $s=xt$ in the second form,

$$V(r)=\frac{F(x)}{r_0},\qquad F(x)=\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{s^2+x^2}}=\int_0^\infty\frac{e^{-xt}\,dt}{\sqrt{1+t^2}}. \tag{8}$$

## 5. The two limits, with error bounds

**Short distance.** Since $\frac{d}{ds}\operatorname{arsinh}(s/x)=1/\sqrt{s^2+x^2}$, integration by parts gives

$$F(x)=\int_0^\infty e^{-s}\operatorname{arsinh}(s/x)\,ds,$$

the boundary terms being zero. For $s\gg x$ the inverse sine is close to $\ln(2s/x)$. With $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$, where $\gamma$ is Euler's constant, that part integrates to $\ln(2/x)-\gamma$. The remainder is

$$\delta(x)=\int_0^\infty e^{-s}\left[\operatorname{arsinh}\frac sx-\ln\frac{2s}{x}\right]ds .$$

The bracket is positive, because $\operatorname{arsinh}v=\ln(v+\sqrt{1+v^2})>\ln2v$. Replacing $e^{-s}$ by 1 and setting $s=xv$ bounds it from above:

$$\delta<x\int_0^\infty[\operatorname{arsinh}v-\ln2v]\,dv
=x\Big[v\operatorname{arsinh}v-\sqrt{1+v^2}-v\ln2v+v\Big]_0^\infty=x.$$

The square bracket vanishes at infinity and equals $-1$ at zero. Thus

$$0<F(x)-\left[\ln\frac2x-\gamma\right]<x. \tag{9}$$

**Long distance.** As a function of $t^2$, $(1+t^2)^{-1/2}$ is convex and lies above its tangent at zero, so $1-t^2/2<(1+t^2)^{-1/2}<1$ for $t>0$. Inserting this in (8), with $\int_0^\infty t^2e^{-xt}dt=2/x^3$,

$$\frac1x-\frac1{x^3}<F(x)<\frac1x. \tag{10}$$

In the original variables,

$$V\simeq\frac1{r_0}\left[\ln\frac{2r_0}{r}-\gamma\right]\ (r\ll r_0),\qquad V\simeq\frac1r\ (r\gg r_0).$$

By (10), the Coulomb form exceeds $V$ by less than a fraction $(r_0/r)^2$ of $1/r$. There is no term of relative order $r_0/r$: in $V(q)=2\pi/q-2\pi r_0+\dots$ the constant transforms into a delta function at the origin.

## 6. The closed form

Differentiating the second form of (8) under the integral,

$$xF''+F'+xF=\int_0^\infty e^{-xt}\,\frac{x(1+t^2)-t}{\sqrt{1+t^2}}\,dt
=-\int_0^\infty\frac{d}{dt}\left[e^{-xt}\sqrt{1+t^2}\right]dt=1. \tag{11}$$

This is Bessel's equation of order zero with a source. The Struve function is

$$H_0(x)=\frac2\pi\left[x-\frac{x^3}{1^23^2}+\frac{x^5}{1^23^25^2}-\dots\right].$$

The operator in (11) turns $x^n$ into $n^2x^{n-1}+x^{n+1}$. Acting on the bracket it gives $1+x^2-x^2-x^4/9+x^4/9+\dots=1$, each term cancelling part of the next. So $\frac\pi2H_0$ is a particular solution, and

$$F=\frac\pi2H_0+aJ_0+bY_0 .$$

The constants follow from small $x$, where $H_0\to0$, $J_0\to1$ and $Y_0\to\frac2\pi[\ln(x/2)+\gamma]$. By (9), $F\to-[\ln(x/2)+\gamma]$. The logarithm requires $b=-\pi/2$; this already reproduces the constant, so $a=0$. Hence

$$V(r)=\frac{\pi}{2r_0}\left[H_0\!\left(\frac r{r_0}\right)-Y_0\!\left(\frac r{r_0}\right)\right]. \tag{12}$$

The numerical check compares (12) with direct quadrature of both (5) and (8).

## 7. Where the screening charge sits

Equation (3) gives $\sigma_{\rm tot}\to1$ as $q\to0$: the sheet as a whole adds no net charge. What it does is move charge outward. By the divergence theorem the bound charge inside a disc of radius $R$ is minus the polarization flux through its rim, $-2\pi R\,\alpha_{2D}E_r=r_0R\,V'(R)$, because $E_r=-V'$. Adding the external unit charge, with $x=R/r_0$ and $V'=F'/r_0^2$,

$$Q(R)=1+xF'(x)=\int_0^\infty e^{-s}\left[1-\frac{s}{\sqrt{s^2+x^2}}\right]ds. \tag{13}$$

For the last form, differentiate the second integral in (8), $F'=-\int_0^\infty t\,e^{-xt}(1+t^2)^{-1/2}dt$; setting $t=s/x$ gives $xF'=-\int_0^\infty e^{-s}\,s\,(s^2+x^2)^{-1/2}ds$, and the 1 is written as $\int_0^\infty e^{-s}ds$. The bracket grows with $x$ at every $s$, so $Q$ rises steadily from 0 to 1. For $R\gg r_0$ the subtracted term tends to $\frac1x\int_0^\infty se^{-s}ds=\frac1x$, so $Q\to1-r_0/R$.

At the core $Q\to0$: bound charge cancels the external charge at its own position, and the missing unit reappears further out: about half of it within $1.2r_0$, the rest in a slow tail, with 90% reached only near $10r_0$. Near the core the polarization flux is $2\pi r\alpha_{2D}E_r=1$, so $E_r=1/(r_0r)$, which is the field of the logarithm. The perfect cancellation belongs to a sheet of zero thickness with local response.

## 8. Numbers for a model sheet

Take $r_0=40$ Å. Then $\alpha_{2D}=40/(2\pi)=6.37$ Å. With $e^2/(4\pi\varepsilon_0)=14.40$ eV Å, the energy scale is $14.40/40=0.360$ eV.

At $r=10$ Å, $x=0.25$, and the logarithmic form gives

$$0.360\,(\ln8-0.5772)=0.360\times1.502=0.541\ \text{eV}.$$

Equation (12) gives 0.616 eV. The difference, 0.075 eV, respects the bound (9), $0.25\times0.360=0.090$ eV. The bare Coulomb energy is 1.440 eV.

Repulsion energies of two electrons, in eV:

| $r$ (Å) | Eq. (12) | logarithm | bare $1/r$ | $Q(r)$ |
|---|---|---|---|---|
| 4 | 0.904 | 0.871 | 3.600 | 0.085 |
| 10 | 0.616 | 0.541 | 1.440 | 0.183 |
| 40 | 0.272 | 0.042 | 0.360 | 0.461 |
| 100 | 0.131 | −0.288 | 0.144 | 0.683 |
| 400 | 0.0357 | −0.787 | 0.0360 | 0.903 |

The logarithm is low by 4% of the value of (12) at 4 Å and by 12% at 10 Å; at $r=r_0$ it is useless. There the ratio of (12) to the bare energy is 0.75, and at $10r_0$ it is 0.99. The enclosed charge approaches 1 more slowly than this ratio, as the laws $1-r_0/R$ and (10) require.

No single dielectric constant reproduces the column for (12): the ratio to the bare energy runs from 0.25 at 4 Å to 0.99 at 400 Å. For an electron and a hole the same numbers enter with a minus sign, so their attraction is weakened strongly at short range and hardly at all at long range.

The smallest distances are values of the sheet formula. In the slab model of section 3 they require $r$ of about $\sqrt{r_0d}$ or more. For a thickness of 6 Å this is about 15 Å, so the rows at 4 and 10 Å would lie below it. In a real layer $r$ must also be large compared with the atomic scale on which the response becomes nonlocal. A substrate or a covering layer changes the vacuum field behind (1), and the derivation must then be repeated with the new surroundings.

## Calculated quantities

```
screening length r0 = 40.0 angstrom
sheet polarizability alpha_2D = 6.3662 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
energy scale e^2/(4 pi eps0 r0) = 0.35999 eV
Euler constant gamma = 0.577216
q (1/angstrom), dielectric function 1 + r0 q, V(q) (angstrom):
  0.001  1.040  6041.5243
  0.010  1.400  448.7990
  0.100  5.000  12.5664
r (angstrom), r/r0, then energies in eV: exact, log limit, bare 1/r;
  last two columns: exact/bare ratio, enclosed charge (units of e):
       1   0.025   1.37843   1.36970  14.39965  0.09573  0.02365
       4   0.100   0.90353   0.87064   3.59991  0.25099  0.08510
      10   0.250   0.61615   0.54079   1.43996  0.42789  0.18291
      40   1.000   0.27165   0.04173   0.35999  0.75461  0.46114
     100   2.500   0.13113  -0.28812   0.14400  0.91062  0.68342
     400  10.000   0.03567  -0.78718   0.03600  0.99074  0.90265
    1000  25.000   0.01438  -1.11703   0.01440  0.99842  0.96019
thin slab: q r0, relative deviation from sheet at d/r0 = 0.002, 0.001,
  slope in d/r0 from finite differences, slope from formula:
  0.5  0.000194  0.000097  0.09722  0.09722
  1.0  0.000666  0.000333  0.33333  0.33333
  3.0  0.004494  0.002249  2.24999  2.25000
largest relative error, Bessel quadrature: 4.2e-15
largest relative error, Laplace quadrature: 3.8e-15
largest error of enclosed charge (units of e): 1.9e-14
```
